\section*{Temperature from Stokes and Anti-Stokes Raman Lines: Power Versus Photon Counts}

\section*{Problem}

A vibrational mode has angular frequency $\Omega$ and mass-weighted normal coordinate $Q$, with Hamiltonian
\begin{equation}
H_{\rm vib}=\tfrac12P^2+\tfrac12\Omega^2Q^2,\qquad [Q,P]=i\hbar .
\label{eq:H}
\end{equation}
The mode is in thermal equilibrium at temperature $T$. Laser light with electric field $E_0\cos\omega_Lt$ falls on it. The electronic polarizability depends on the displacement,
\begin{equation}
\alpha(Q)=\alpha_0+\alpha'Q+\dots,\qquad \alpha'=\left.\frac{\partial\alpha}{\partial Q}\right|_{Q=0}.
\label{eq:alpha}
\end{equation}
Density functional perturbation theory can supply both $\Omega$ and $\alpha'$; here they are given. The scattered light has a Stokes line at $\omega_S=\omega_L-\Omega$ and an anti-Stokes line at $\omega_A=\omega_L+\Omega$.

\begin{enumerate}
\item[(a)] Find the squared matrix elements of $Q$ that belong to each line, and their thermal averages.
\item[(b)] Find the rate at which photons are emitted into each line, and the power each line carries. Which power of the scattered frequency appears in each?
\item[(c)] Form the anti-Stokes/Stokes ratio for a detector that counts photons and for one that measures energy. Solve each for $T$.
\item[(d)] Silicon's first-order line is taken at $520\ \mathrm{cm^{-1}}$. A laser of vacuum wavelength $532$ nm gives $100\,000$ Stokes and $10\,000$ anti-Stokes photon counts. These counts are invented for the exercise; background has been removed, and the counts have been corrected for the detector response and for the optical properties of the sample. Find the temperature from the counts, and again from the energies of the same light. What results if the frequency factor is left out?
\end{enumerate}

Assume weak light, spontaneous scattering, a harmonic mode, and the same $\alpha'$ for both lines. In (b), treat a single scatterer in vacuum with a scalar $\alpha$.

\section*{Hints}

\begin{enumerate}
\item[(a)] Write $Q$ in terms of ladder operators. Decide from energy conservation whether the vibration gains or loses a quantum in each line. Then average over the Boltzmann populations.
\item[(b)] The energy of an induced dipole is $-\frac12\alpha E^2$. Let $E$ be the sum of the laser field and the quantized vacuum field, and keep the cross term. Use the golden rule, counting the frequency factors from the vacuum field and from the density of modes separately.
\item[(c)] Ask what one photon contributes to the reading of each detector.
\item[(d)] Convert the Raman shift to a temperature, $\theta=\hbar\Omega/k$, before doing anything else. Frequency ratios may be taken from wavenumbers.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The quantized coordinate}

Let $a$ and $a^\dagger$ satisfy $[a,a^\dagger]=1$, and set
\begin{equation}
Q=\sqrt{\frac{\hbar}{2\Omega}}\,(a+a^\dagger),\qquad
P=-i\sqrt{\frac{\hbar\Omega}{2}}\,(a-a^\dagger).
\label{eq:Q}
\end{equation}
The commutator is correct:
\begin{equation}
[Q,P]=-\frac{i\hbar}{2}[a+a^\dagger,a-a^\dagger]
=-\frac{i\hbar}{2}\left(-[a,a^\dagger]+[a^\dagger,a]\right)=i\hbar .
\end{equation}
In the Hamiltonian the terms $a^2$ and $a^{\dagger2}$ cancel between $P^2$ and $\Omega^2Q^2$, which leaves
\begin{equation}
H_{\rm vib}=\frac{\hbar\Omega}{2}(aa^\dagger+a^\dagger a)=\hbar\Omega\left(a^\dagger a+\tfrac12\right).
\end{equation}
Since $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$ and $a|n\rangle=\sqrt n\,|n-1\rangle$,
\begin{equation}
|\langle n+1|Q|n\rangle|^2=\frac{\hbar}{2\Omega}(n+1),\qquad
|\langle n-1|Q|n\rangle|^2=\frac{\hbar}{2\Omega}\,n ,
\label{eq:elements}
\end{equation}
and all other elements of $Q$ vanish.

Energy conservation assigns these to the lines. If a laser photon is replaced by a photon of frequency $\omega_s$ while the vibration goes from level $i$ to level $f$, then
\begin{equation}
\hbar\omega_L+E_i=\hbar\omega_s+E_f .
\label{eq:energy}
\end{equation}
For $n\to n+1$ this gives $\omega_s=\omega_L-\Omega$, the Stokes line. For $n\to n-1$ it gives $\omega_s=\omega_L+\Omega$, the anti-Stokes line.

The thermal populations are $p_n=(1-z)z^n$ with $z=e^{-\hbar\Omega/kT}$; the factor $1-z$ normalizes the geometric series. Differentiating $\sum_nz^n=1/(1-z)$ and multiplying by $z$ gives $\sum_nnz^n=z/(1-z)^2$, so that
\begin{equation}
\bar n=\sum_nn\,p_n=\frac{z}{1-z}=\frac{1}{e^{\hbar\Omega/kT}-1},\qquad
\bar n+1=\frac1{1-z}.
\end{equation}
The averaged strengths are therefore
\begin{equation}
\overline{|Q|^2_S}=\frac{\hbar}{2\Omega}(\bar n+1),\qquad
\overline{|Q|^2_A}=\frac{\hbar}{2\Omega}\bar n,\qquad
\frac{\overline{|Q|^2_A}}{\overline{|Q|^2_S}}=e^{-\hbar\Omega/kT}.
\label{eq:averages}
\end{equation}

As $T\to0$ the anti-Stokes strength vanishes, because there is no quantum to remove. The Stokes strength tends to the zero-point value $\hbar/2\Omega$. The exponential also follows pair by pair: the transitions $n\to n+1$ and $n+1\to n$ have the same squared matrix element, while their initial populations are in the ratio $p_{n+1}/p_n=z$.

\subsection*{(b) Photon rate and power}

\paragraph{The coupling.} Put $E=E_L+E_v$ in $-\frac12\alpha E^2$, where $E_v$ is the vacuum field component along the laser polarization $\mathbf e$. The cross term is
\begin{equation}
H'=-\alpha(Q)\,E_LE_v ,
\end{equation}
the factor $\frac12$ having been cancelled by the two equal products. The constant $\alpha_0$ cannot change the vibrational level, since $\langle f|i\rangle=0$ for $f\ne i$; it gives the unshifted line. The term $\alpha'Q$ gives the two lines sought.

The laser field is $E_0\cos\omega_Lt=\frac12E_0(e^{-i\omega_Lt}+e^{i\omega_Lt})$. The part $e^{-i\omega_Lt}$ supplies the energy $\hbar\omega_L$, so the dipole element that drives the emission is
\begin{equation}
d=\tfrac12\alpha'E_0\,\langle f|Q|i\rangle .
\label{eq:d}
\end{equation}

\paragraph{The golden rule.} In a box of volume $V$, creating one photon in a mode of frequency $\omega_k$ and polarization $\boldsymbol\epsilon$ has the squared field element $(\hbar\omega_k/2\varepsilon_0V)|\mathbf e\cdot\boldsymbol\epsilon|^2$. The emission rate is
\begin{equation}
W=\frac{2\pi}{\hbar}\sum_{\mathbf k,\boldsymbol\epsilon}|d|^2\frac{\hbar\omega_k}{2\varepsilon_0V}
|\mathbf e\cdot\boldsymbol\epsilon|^2\,\delta\big(\hbar\omega_k-\hbar\omega_s\big),
\label{eq:golden}
\end{equation}
where $\omega_s$ is fixed by (\ref{eq:energy}). Three replacements evaluate the sum.
\begin{itemize}
\item The delta function is $\delta(\hbar\omega_k-\hbar\omega_s)=\delta(\omega_k-\omega_s)/\hbar$.
\item The two polarizations are perpendicular to $\mathbf k$, so $\sum_{\boldsymbol\epsilon}|\mathbf e\cdot\boldsymbol\epsilon|^2=1-\cos^2\vartheta=\sin^2\vartheta$, with $\vartheta$ the angle between $\mathbf k$ and $\mathbf e$. Its integral over all directions is $8\pi/3$.
\item With $k=\omega_k/c$, the sum over $\mathbf k$ becomes $\dfrac{V}{8\pi^3c^3}\displaystyle\int\omega_k^2\,d\omega_k\int d\Omega_{\mathbf k}$, where $d\Omega_{\mathbf k}$ is an element of solid angle.
\end{itemize}
Hence
\begin{equation}
W=\frac{2\pi}{\hbar^2}\,|d|^2\;\frac{\hbar\omega_s}{2\varepsilon_0V}\;
\frac{V\omega_s^2}{8\pi^3c^3}\;\frac{8\pi}{3}
=\frac{\omega_s^3|d|^2}{3\pi\varepsilon_0\hbar c^3}.
\label{eq:rate}
\end{equation}
One factor of $\omega_s$ comes from the squared vacuum field and two come from the density of modes. The volume cancels. A direct sum over the modes of a box reproduces this cubic law, averaged over the same narrow frequency window; the numerical output gives the agreement.

\paragraph{The power.} Each photon carries $\hbar\omega_s$, so
\begin{equation}
P=\hbar\omega_sW=\frac{\omega_s^4|d|^2}{3\pi\varepsilon_0c^3}.
\label{eq:power}
\end{equation}
Inserting (\ref{eq:d}) and the averages (\ref{eq:averages}) gives
\begin{align}
P_S&=C\,\omega_S^4\,\frac{\hbar}{2\Omega}(\bar n+1), &
P_A&=C\,\omega_A^4\,\frac{\hbar}{2\Omega}\,\bar n, &
C&=\frac{\alpha'^2E_0^2}{12\pi\varepsilon_0c^3},
\label{eq:PSPA}\\
W_S&=\frac{C}{\hbar}\,\omega_S^3\,\frac{\hbar}{2\Omega}(\bar n+1), &
W_A&=\frac{C}{\hbar}\,\omega_A^3\,\frac{\hbar}{2\Omega}\,\bar n .
\label{eq:WSWA}
\end{align}
The fourth power belongs to energy and the third to photon number. Both describe the same light.

\paragraph{Classical check.} A classical dipole $p_0\cos\omega t$ has the far-field amplitude $\omega^2p_0\sin\vartheta/(4\pi\varepsilon_0c^2r)$. The mean energy flux is $\frac12\varepsilon_0c$ times its square, and integration over a sphere gives
\begin{equation}
P_{\rm cl}=\frac{\varepsilon_0c}{2}\,\frac{\omega^4p_0^2}{16\pi^2\varepsilon_0^2c^4}\,\frac{8\pi}{3}
=\frac{\omega^4p_0^2}{12\pi\varepsilon_0c^3}.
\end{equation}
Since $p_0\cos\omega t=\frac12p_0e^{-i\omega t}+\frac12p_0e^{i\omega t}$, the quantum element corresponds to $|d|=p_0/2$. With this, (\ref{eq:power}) and $P_{\rm cl}$ agree, factor included.

\subsection*{(c) The two ratios and the temperature}

Let $R_3$ be the ratio of photon counts and $R_4$ the ratio of energies, anti-Stokes over Stokes. From (\ref{eq:PSPA}) and (\ref{eq:WSWA}), the constant $C$ and the zero-point factor cancel:
\begin{equation}
R_m=\left(\frac{\omega_A}{\omega_S}\right)^{m}e^{-\hbar\Omega/kT},\qquad
m=\begin{cases}3&\text{photon counting,}\\4&\text{energy detection.}\end{cases}
\label{eq:R}
\end{equation}
Define $L=\ln(\omega_A/\omega_S)$ and $\theta=\hbar\Omega/k$. The logarithm of (\ref{eq:R}) is $\ln R_m=mL-\theta/T$, and therefore
\begin{equation}
T=\frac{\theta}{mL-\ln R_m}.
\label{eq:T}
\end{equation}
The two detectors must agree on $T$. Because each photon is weighted by its energy, $R_4=R_3\,\omega_A/\omega_S$, so $\ln R_4=\ln R_3+L$ and
\begin{equation}
4L-\ln R_4=4L-\ln R_3-L=3L-\ln R_3 .
\end{equation}

The exponent thus follows the quantity in the data file. A detector whose signal is proportional to the number of photons, after correction for its quantum efficiency, needs $m=3$. A spectrum calibrated in radiant power needs $m=4$, even if the raw data were counts.

For $kT\gg\hbar\Omega$ the exponential tends to one and $R_m$ tends to $(\omega_A/\omega_S)^m$, which is greater than one. A ratio at or above this limit has no finite positive temperature in (\ref{eq:T}); it points to noise, a calibration fault or unequal $\alpha'$ for the two lines. A mode out of equilibrium cannot produce it: by (\ref{eq:elements}), any populations $p_n$ give the strength ratio $\sum_nn\,p_n/\sum_n(n+1)p_n$, which is less than one.

\paragraph{From one scatterer to a crystal.} In silicon the line comes from three degenerate optical modes at the zone centre, and $\alpha'$ becomes a tensor for each. Within the assumption of equal tensors for both lines, the sum over modes and the fixed collection geometry multiply both lines equally and cancel. Refractive index, absorption and surface transmission differ between $\omega_S$ and $\omega_A$. Their combined effect on the ratio must be divided out of $R_m$ together with the detector response. For silicon under green light this is not a small correction: absorption alone can change the ratio by ten per cent or more. Near an electronic resonance $\alpha'$ itself depends on frequency and differs between the lines; (\ref{eq:T}) then needs a further correction. The laser photon of part (d) has $2.33$ eV, not far below silicon's direct gap near $3.4$ eV, so equal $\alpha'$ is there a simplifying assumption; a real measurement needs the frequency dependence of $\alpha'$ or a calibration at a known temperature. As a rough guide to the size, a model with a single electronic gap at $3.4$ to $4.3$ eV makes the squared $\alpha'$ of the anti-Stokes line larger by about $25$ to $12$ per cent. Near room temperature, ignoring this raises the apparent $T$ by about $25$ to $15$ K, whereas ignoring absorption lowers it. Such a model is too crude to serve as the correction for silicon. The areas of the lines are to be used, and the shift is the one measured at the temperature in question. The result is the temperature of the observed phonons, including any heating by the laser. If the temperature varies across the illuminated spot, the ratio averages the factor $e^{-\theta/T}$, not $T$ itself, with the local Stokes intensity as weight; the resulting effective temperature lies below the peak temperature.

\subsection*{(d) The numbers}

The laser wavenumber is $10^7/532=18796.99\ \mathrm{cm^{-1}}$. The lines lie at
\begin{equation}
18796.99-520=18276.99\ \mathrm{cm^{-1}},\qquad
18796.99+520=19316.99\ \mathrm{cm^{-1}},
\end{equation}
so $\omega_A/\omega_S=1.05690$ and $L=0.05534$. The phonon energy is $64.47$ meV, or $\theta=748.16$ K. The zero-point amplitude $\sqrt{\hbar/2\Omega}$ is $0.180\ \sqrt{\mathrm u}\,$\AA; it sets the absolute strength of the lines but drops out of the ratio.

\paragraph{From the counts.} Here $R_3=10\,000/100\,000=0.1$ and $-\ln R_3=2.30259$. With $m=3$,
\begin{equation}
T=\frac{748.16\ \mathrm K}{3(0.05534)+2.30259}=\frac{748.16\ \mathrm K}{2.46861}=303.1\ \mathrm K,
\end{equation}
which is about $30\,^\circ$C.

\paragraph{From the energies.} The same light has $R_4=0.1\times1.05690=0.10569$, and $-\ln R_4=2.30259-0.05534=2.24725$. With $m=4$,
\begin{equation}
T=\frac{748.16\ \mathrm K}{4(0.05534)+2.24725}=\frac{748.16\ \mathrm K}{2.46861}=303.1\ \mathrm K .
\end{equation}

\paragraph{Without the frequency factor.} Setting $m=0$ in the count formula gives $748.16/2.30259=324.9$ K, which is $22$ K too high. The higher frequency of the anti-Stokes line raises its emission rate, and leaving this out attributes the whole of its brightness to thermal population.

\paragraph{Reading the result.} At $303.1$ K the mean occupation is $\bar n=0.0925$. The Stokes strength is thus $1.0925$ times its zero-temperature value: most of it is present without any thermal excitation. The anti-Stokes strength is $0.0925$ in the same unit, and their ratio is $0.0847$. Multiplication by the cubic factor $1.1806$ returns the count ratio $0.100$.

\section*{Variation 1: the wrong exponent}

\textit{Photon counts are analysed with $m=4$. How large is the error in $T$, and how does it depend on $T$ and $\Omega$?}

Let $T$ be the true temperature, so that $3L-\ln R_3=\theta/T$. The wrong formula gives
\begin{equation}
\frac1{T_{\rm w}}=\frac{4L-\ln R_3}{\theta}=\frac1T+\frac L\theta
\quad\Longrightarrow\quad
T_{\rm w}=\frac{T}{1+TL/\theta}.
\label{eq:wrong}
\end{equation}
The result is too low, because the analysis removes one factor $\omega_A/\omega_S$ that the counts never contained. The error is
\begin{equation}
T_{\rm w}-T=-\frac{T^2L/\theta}{1+TL/\theta}.
\end{equation}
For $y=\Omega/\omega_L\ll1$, $L=\ln(1+y)-\ln(1-y)=2y+\frac23y^3+\dots$, hence $L/\theta\approx2k/\hbar\omega_L$. If also $2kT\ll\hbar\omega_L$, the denominator is close to one, and
\begin{equation}
T_{\rm w}-T\approx-\frac{2kT^2}{\hbar\omega_L}.
\label{eq:bias}
\end{equation}
To leading order the phonon frequency has dropped out. A higher $\Omega$ enlarges the superfluous frequency factor, but it makes the thermal ratio more sensitive to temperature in the same proportion.

For the counts of part (d), $T_{\rm w}=748.16/(0.22136+2.30259)=296.4$ K, an error of $-6.6$ K. For other temperatures, $\hbar\omega_L/k=27044.7$ K gives the following.

\begin{center}
\begin{tabular}{ccc}
True $T$ (K) & Error from (\ref{eq:wrong}) (K) & Estimate (\ref{eq:bias}) (K)\\
300 & $-6.5$ & $-6.7$\\
600 & $-25.5$ & $-26.6$
\end{tabular}
\end{center}

Doubling $T$ multiplies the error by nearly four. The estimate is slightly too large in magnitude because it omits the denominator $1+TL/\theta$, which is about $1.04$ at $600$ K.

\section*{Variation 2: counting noise and detector response}

\textit{How precisely do the counts of part (d) fix $T$? What happens if the detector response makes the count ratio read $5\%$ high and this is not corrected?}

Differentiate (\ref{eq:T}) with respect to $\ln R_m$:
\begin{equation}
\frac{dT}{d\ln R_m}=\frac{\theta}{(mL-\ln R_m)^2}=\frac{T^2}{\theta},
\qquad\text{so}\qquad
\delta T=\frac{T^2}{\theta}\,\frac{\delta R_m}{R_m}
\label{eq:sens}
\end{equation}
for small errors. Independent Poisson counts $N_A$ and $N_S$ have relative variances $1/N_A$ and $1/N_S$, which add in the logarithm of the ratio. These must be the numbers of photons actually recorded, because a correction factor rescales a count without changing its relative error. Suppose that the corrections in part (d) were small, so that the corrected counts are close to the recorded ones. Then
\begin{equation}
\frac{\delta R_3}{R_3}=\sqrt{\frac1{10\,000}+\frac1{100\,000}}=0.0105 .
\end{equation}
The weaker anti-Stokes line contributes ten of the eleven parts of the variance. Then
\begin{equation}
\delta T=\frac{(303.07\ \mathrm K)^2}{748.16\ \mathrm K}\times0.01049=1.3\ \mathrm K .
\end{equation}
Simulated Poisson counts give the same spread. The temperature is therefore $303\pm1$ K as far as counting noise is concerned. Had only half as many photons been recorded in each line and the counts then doubled by the correction, the uncertainty would be $\sqrt2$ times larger, or $1.8$ K. A subtracted background would add its own variance.

For the response error, replace $R_3=0.1$ by $0.105$. Then $-\ln R_3=2.25380$, and
\begin{equation}
T=\frac{748.16\ \mathrm K}{0.16602+2.25380}=309.2\ \mathrm K ,
\end{equation}
which is $6.1$ K too high. This shift is nearly five times the counting uncertainty, and longer counting does not reduce it. It is also close in size to the error of the wrong exponent, with the opposite sign. The reason is visible in (\ref{eq:T}): using $m=4$ on counts is equivalent to dividing the ratio by $1.057$, while the faulty response multiplies it by $1.05$. For this Raman shift and laser the choice of exponent therefore matters about as much as a response calibration at the five-per-cent level. By (\ref{eq:sens}), a given small relative error in the ratio costs more at higher temperature, in proportion to $T^2$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Raman shift: 520 cm^-1
Laser vacuum wavelength: 532 nm
Laser wavenumber: 18796.99 cm^-1
Stokes wavenumber: 18276.99 cm^-1
Anti-Stokes wavenumber: 19316.99 cm^-1
Frequency ratio w_A/w_S: 1.05690 (no unit)
ln(w_A/w_S): 0.05534 (no unit)
Frequency ratio cubed: 1.18060 (no unit)
Frequency ratio to the fourth: 1.24778 (no unit)
Phonon energy: 64.472 meV
Phonon energy / k: 748.16 K
Laser photon energy / k: 27044.7 K
Zero-point rms of Q: 0.1801 sqrt(u) angstrom
Stokes counts: 100000 photons
Anti-Stokes counts: 10000 photons
Count ratio: 0.10000 (no unit)
Energy ratio of same light: 0.10569 (no unit)
-ln(count ratio): 2.30259 (no unit)
T from counts, exponent 3: 303.07 K
Same temperature in Celsius: 29.92 deg C
T from energies, exponent 4: 303.07 K
T from counts, wrong exponent 4: 296.43 K
Error of wrong exponent: -6.65 K
T from counts, no frequency factor: 324.92 K
Error of no frequency factor: 21.85 K
Mean occupation at T from counts: 0.09254 (no unit)
Boltzmann factor at that T: 0.08470 (no unit)
Relative error of count ratio: 1.049 percent
Counting uncertainty of T, formula: 1.29 K
Counting uncertainty of T, simulated: 1.29 K
T if count ratio reads 5 percent high: 309.18 K
Error from that imbalance: 6.11 K
True T 300 K: count ratio 0.09750 (no unit)
True T 300 K: wrong-exponent bias -6.51 K
True T 300 K: leading estimate -6.66 K
True T 600 K: count ratio 0.33929 (no unit)
True T 600 K: wrong-exponent bias -25.50 K
True T 600 K: leading estimate -26.62 K
Largest relative error, oscillator elements: 3.0e-14 (no unit)
Largest relative error, mode sum: 1.2e-10 (no unit)
Largest relative error, dipole flux: 5.6e-16 (no unit)
\end{verbatim}
